**Truncation width of a pair distance, with amorphous silicon as the example**

The program tests the statement that a sharp pair distance \(r_0\), seen through data cut off abruptly at \(Q_m\), has a full width at half maximum of \(3.791/Q_m\) when \(Q_mr_0\gg1\). Here \(Q\) is the scattering wave number, \(S(Q)\) the structure factor, \(\sigma\) the Gaussian spread of a shell, and \(P(r)\) the radial distribution divided by \(r\). It asserts that widths found by numerical transformation differ from the value given by the half-height root by less than a fraction \(1/(Q_mr_0)\) of that value, and that the broadened peak agrees with a separate convolution in real space. Further assertions cover the peak height, the failure of addition in quadrature, the growth of noise and the effect of finite \(Q\) resolution. The output gives ideal widths of 0.379 Å at 10 Å⁻¹ and 0.0689 Å at 55 Å⁻¹. For a shell with \(\sigma=0.070\) Å the observed widths are 0.394 and 0.165 Å, the second being the true width of the shell. An assumed annealing step to \(\sigma=0.065\) Å narrows the peak by 0.0020 Å at the low cutoff and by 0.0117 Å at the high one.

## Numerical verification

```python
"""
Result under test: diffraction data cut off sharply at Qmax show a perfectly
sharp pair distance r0 as a peak of full width at half maximum
    2 x_h / Qmax = 3.791 / Qmax,   sin(x_h) = x_h / 2,   if Qmax*r0 >> 1.
Symbols: S(Q) structure factor, F = Q (S - 1),
G(r) = (2/pi) * integral from 0 to Qmax of F(Q) sin(Q r) dQ,
P(r) = G(r) + 4 pi rho r = (radial distribution)/r for complete data,
sigma = standard deviation of a Gaussian shell in P(r).
Lengths are in angstrom (A), wave numbers in 1/A.
Example: first shell of amorphous silicon, cutoffs 10 and 55 1/A.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erf

NODES, WEIGHTS = np.polynomial.legendre.leggauss(800)


def quadrature(low, high):
    """Gauss-Legendre points and weights on [low, high]."""
    half = 0.5 * (high - low)
    return low + half * (NODES + 1), half * WEIGHTS


def back_transform(F_values, q, wq):
    """Truncated sine transform as a function of one distance r."""
    coefficients = 2 / np.pi * wq * F_values
    return lambda r: float(np.dot(coefficients, np.sin(q * r)))


def full_width(profile, centre, guess):
    """Full width at half of the peak's own maximum, by direct search."""
    top = minimize_scalar(lambda r: -profile(r), method="bounded",
                          bounds=(centre - guess / 3, centre + guess / 3),
                          options={"xatol": 1e-9}).x
    half = profile(top) / 2
    edges = []
    for side in (-1, 1):
        step = side * guess / 40
        r = top + step
        while profile(r) > half:
            r += step
        edges.append(brentq(lambda t: profile(t) - half, r - step, r))
    return abs(edges[1] - edges[0])


def shell_profile(qmax, r0, neighbours, sigma):
    """Peak of one shell after truncation at qmax (sigma = 0: sharp)."""
    q, wq = quadrature(0, qmax)
    F = neighbours / r0 * np.sin(q * r0) * np.exp(-(sigma * q) ** 2 / 2)
    return back_transform(F, q, wq)


# Example parameters: rough typical values and assumed instrument values
r1, n1, sigma1, sigma_annealed = 2.35, 4, 0.070, 0.065
density = 0.050
r2, n2, sigma2 = 3.84, 12, 0.25
continuum_blur = 0.30
q_resolution = 0.005
noise_S, q_step = 0.005, 0.05
cutoffs = (10.0, 55.0)
gauss_factor = 2 * np.sqrt(2 * np.log(2))

# Half-height root, its uniqueness, and first negative ripple
x_half = brentq(lambda x: np.sin(x) - x / 2, 1, 3)
scan = np.linspace(1e-3, 60, 60001)
assert np.sum(np.diff(np.sign(np.sin(scan) / scan - 0.5)) != 0) == 1
newton = 1.9 - (np.sin(1.9) - 0.95) / (np.cos(1.9) - 0.5)
assert abs(newton - x_half) < 1e-4
x_ripple = brentq(lambda x: np.sin(x) - x * np.cos(x), 4, 4.7)
ripple_depth = np.sin(x_ripple) / x_ripple

# Orientation average of the phase factor of one pair
u, wu = quadrature(-1, 1)
for q_test in (0.7, 10.0, 55.0):
    average = np.dot(wu, np.cos(q_test * r1 * u)) / 2
    assert abs(average - np.sin(q_test * r1) / (q_test * r1)) < 1e-10

# Sharp distance: direct transform against the root formula
sharp_width = {}
for qmax, r0 in ((10.0, r1), (55.0, r1), (10.0, 40.0)):
    ideal = 2 * x_half / qmax
    profile = shell_profile(qmax, r0, 1, 0)
    width = full_width(profile, r0, ideal)
    assert abs(width / ideal - 1) < 1 / (qmax * r0)
    lobe = min(profile(r) for r in r0 + np.linspace(1, 1.5, 400) * ideal)
    assert abs(lobe / profile(r0) - ripple_depth) < 1 / (qmax * r0)
    if r0 == r1:
        sharp_width[qmax] = width

print(f"half-height root x_h = {x_half:.5f}")
print(f"Newton step from 1.9 gives {newton:.5f}")
print(f"full width times Qmax = {2 * x_half:.4f}")
print(f"first ripple at x = {x_ripple:.4f}, depth {ripple_depth:.4f}")
print(f"shell: r = {r1} A, N = {n1}, sigma = {sigma1:.3f} A")
print(f"assumed annealed sigma = {sigma_annealed:.3f} A")
print(f"density = {density:.3f} atoms/A^3")
true_width = gauss_factor * sigma1
true_height = n1 / r1 / (sigma1 * np.sqrt(2 * np.pi))
print(f"true shell full width = {true_width:.4f} A")
print(f"true shell height in P = {true_height:.3f} 1/A^2")

# Model of all distances: two shells and a continuum beyond them
r_grid, wr = quadrature(0, 7.5)
r_start = (3 * (1 + n1 + n2) / (4 * np.pi * density)) ** (1 / 3)


def gaussian(r, centre, spread):
    return (np.exp(-((r - centre) / spread) ** 2 / 2)
            / (spread * np.sqrt(2 * np.pi)))


onset = 0.5 * (1 + erf((r_grid - r_start) / (np.sqrt(2) * continuum_blur)))
G_model = (n1 / r1 * gaussian(r_grid, r1, sigma1)
           + n2 / r2 * gaussian(r_grid, r2, sigma2)
           + 4 * np.pi * density * r_grid * (onset - 1))
print(f"second shell: r = {r2} A, N = {n2}, sigma = {sigma2} A")
print(f"continuum: onset {r_start:.2f} A, blur {continuum_blur:.2f} A")

rng = np.random.default_rng(7)
anneal_change, noise_level = {}, {}
for qmax in cutoffs:
    ideal = 2 * x_half / qmax
    guess = max(ideal, true_width)
    profile = shell_profile(qmax, r1, n1, sigma1)
    observed = full_width(profile, r1, guess)
    height = profile(r1)

    # Same peak by convolution in real space
    s, ws = quadrature(r1 - 9 * sigma1, r1 + 9 * sigma1)
    for r in r1 + np.array([-0.2, 0.0, 0.1, 0.45, 1.0]):
        kernel = qmax / np.pi * (np.sinc(qmax * (r - s) / np.pi)
                                 - np.sinc(qmax * (r + s) / np.pi))
        convolved = np.dot(ws, n1 / r1 * gaussian(s, r1, sigma1) * kernel)
        assert abs(convolved - profile(r)) < 1e-8

    # Height law; the allowance is the bound on the mirror term
    height_factor = erf(qmax * sigma1 / np.sqrt(2))
    mirror_bound = n1 / r1 / (2 * np.pi * r1)
    assert abs(height - true_height * height_factor) < mirror_bound

    # Widths do not add in quadrature
    in_quadrature = np.hypot(ideal, true_width)
    assert in_quadrature > 1.03 * observed

    lobe = min(profile(r) for r in r1 + np.linspace(0.05, 1.0, 1500))
    annealed = full_width(shell_profile(qmax, r1, n1, sigma_annealed),
                          r1, guess)
    anneal_change[qmax] = observed - annealed

    # All distances: r to Q, truncate, and back
    q, wq = quadrature(0, qmax)
    F_model = np.sin(np.outer(q, r_grid)) @ (wr * G_model)
    G_cut = back_transform(F_model, q, wq)
    with_outer = full_width(lambda r: G_cut(r) + 4 * np.pi * density * r,
                            r1, guess)
    without_baseline = full_width(G_cut, r1, guess)
    assert abs(with_outer / observed - 1) < 0.03
    assert without_baseline < 0.97 * with_outer

    # Independent random errors in S: draws against the growth law
    q_points = np.arange(q_step / 2, qmax, q_step)
    draws = rng.normal(0, noise_S, (4000, q_points.size))
    G_noise = draws @ (2 / np.pi * q_step * q_points * np.sin(q_points * r1))
    noise_law = 2 / np.pi * noise_S * np.sqrt(q_step * qmax ** 3 / 6)
    # allowance: sampling error plus the oscillating part of sin^2
    assert abs(G_noise.std() / noise_law - 1) < 0.05 + 0.75 / (qmax * r1)
    noise_level[qmax] = noise_law

    # Least photon energy: full backscattering gives the largest Q
    energy = constants.hbar * constants.c * qmax * 1e10 / 2 / constants.e
    k = energy * constants.e / (constants.hbar * constants.c) * 1e-10
    angles = np.linspace(0, np.pi, 1001)
    transfer = np.hypot(k * np.cos(angles) - k, k * np.sin(angles))
    assert abs(transfer.max() / qmax - 1) < 1e-10

    print(f"--- Qmax = {qmax:.0f} 1/A ---")
    print(f"ideal truncation width = {ideal:.4f} A = {ideal / 10:.5f} nm")
    print(f"sharp width with mirror term = {sharp_width[qmax]:.4f} A")
    print(f"Qmax*sigma = {qmax * sigma1:.3f}")
    print(f"observed shell width = {observed:.4f} A")
    print(f"false quadrature width = {in_quadrature:.4f} A")
    print(f"erf height factor = {height_factor:.5f}")
    print(f"observed height = {height:.3f} 1/A^2")
    print(f"deepest ripple / height = {lobe / height:.5f}")
    print(f"width after annealing = {annealed:.4f} A")
    print(f"annealing change = {anneal_change[qmax]:.4f} A")
    print(f"width with outer shells = {with_outer:.4f} A")
    print(f"width read from G, no baseline = {without_baseline:.4f} A")
    print(f"noise in G = {noise_law:.4f} 1/A^2")
    print(f"noise / height = {100 * noise_law / height:.3f} %")
    print(f"least X-ray energy = {energy / 1000:.2f} keV")

    if qmax == 55.0:
        assert abs(observed / true_width - 1) < 0.005
        # Finite Q resolution: smear S itself, then transform
        t, wt = np.polynomial.hermite.hermgauss(40)
        q_smear = q[:, None] * (1 + q_resolution * np.sqrt(2) * t)
        S_shell = (n1 * np.sin(q_smear * r1) / (q_smear * r1)
                   * np.exp(-(sigma1 * q_smear) ** 2 / 2))
        F_smeared = q * (S_shell @ wt) / np.sqrt(np.pi)
        smeared = full_width(back_transform(F_smeared, q, wq), r1, guess)
        predicted = gauss_factor * np.hypot(sigma1, q_resolution * r1)
        assert abs(smeared / predicted - 1) < 0.003
        assert smeared > 1.005 * observed

assert anneal_change[55.0] > 3 * anneal_change[10.0] > 0
print("--- comparison ---")
print(f"ratio of ideal widths = {cutoffs[1] / cutoffs[0]:.2f}")
change_ratio = anneal_change[55.0] / anneal_change[10.0]
print(f"ratio of annealing changes (55 to 10) = {change_ratio:.2f}")
print(f"noise growth (55 to 10) = {noise_level[55.0] / noise_level[10.0]:.2f}")
print(f"assumed noise in S = {noise_S}, Q step = {q_step} 1/A")
print(f"assumed relative Q resolution = {q_resolution}")
print(f"added spread = {q_resolution * r1:.5f} A")
print(f"width at 55 1/A with resolution = {smeared:.4f} A")
print("all tests passed")
```

Printed output:

```
half-height root x_h = 1.89549
Newton step from 1.9 gives 1.89551
full width times Qmax = 3.7910
first ripple at x = 4.4934, depth -0.2172
shell: r = 2.35 A, N = 4, sigma = 0.070 A
assumed annealed sigma = 0.065 A
density = 0.050 atoms/A^3
true shell full width = 0.1648 A
true shell height in P = 9.701 1/A^2
second shell: r = 3.84 A, N = 12, sigma = 0.25 A
continuum: onset 4.33 A, blur 0.30 A
--- Qmax = 10 1/A ---
ideal truncation width = 0.3791 A = 0.03791 nm
sharp width with mirror term = 0.3794 A
Qmax*sigma = 0.700
observed shell width = 0.3938 A
false quadrature width = 0.4134 A
erf height factor = 0.51607
observed height = 4.994 1/A^2
deepest ripple / height = -0.19929
width after annealing = 0.3918 A
annealing change = 0.0020 A
width with outer shells = 0.3910 A
width read from G, no baseline = 0.3185 A
noise in G = 0.0092 1/A^2
noise / height = 0.184 %
least X-ray energy = 9.87 keV
--- Qmax = 55 1/A ---
ideal truncation width = 0.0689 A = 0.00689 nm
sharp width with mirror term = 0.0691 A
Qmax*sigma = 3.850
observed shell width = 0.1648 A
false quadrature width = 0.1787 A
erf height factor = 0.99988
observed height = 9.700 1/A^2
deepest ripple / height = -0.00007
width after annealing = 0.1531 A
annealing change = 0.0117 A
width with outer shells = 0.1648 A
width read from G, no baseline = 0.1471 A
noise in G = 0.1185 1/A^2
noise / height = 1.222 %
least X-ray energy = 54.26 keV
--- comparison ---
ratio of ideal widths = 5.50
ratio of annealing changes (55 to 10) = 5.77
noise growth (55 to 10) = 12.90
assumed noise in S = 0.005, Q step = 0.05 1/A
assumed relative Q resolution = 0.005
added spread = 0.01175 A
width at 55 1/A with resolution = 0.1671 A
all tests passed
```
